# Current-field duality in two-phase films and random resistor networks: a program that tests the result

```python
"""
Result under test: in two dimensions a two-phase conductor whose statistics
are unchanged by exchange of the phases has det(Sigma) = sigma_1 sigma_2, and
if it is also isotropic its conductivity is sqrt(sigma_1 sigma_2).

Sigma   effective conductivity tensor, <J> = Sigma <E>, on a periodic cell
rho     resistivity in micro-ohm cm; sigma = 1/rho
bonds   one array of bond conductances per lattice direction; bonds[a][i, j]
        joins node (i, j) to its next neighbour along direction a
Example: tungsten film of alpha and beta phase, rough typical inputs.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu

rng = np.random.default_rng(20240)


def effective_tensor(bonds):
    """Solve Kirchhoff's laws on a torus for a unit mean field per direction."""
    dim, count = len(bonds), bonds[0].size
    node = np.arange(count).reshape(bonds[0].shape)
    tail = np.tile(node.ravel(), dim)
    head = np.concatenate([np.roll(node, -1, a).ravel() for a in range(dim)])
    g = np.concatenate([b.ravel() for b in bonds])
    row = np.arange(dim * count)
    ones = np.ones(dim * count)
    drop = coo_matrix((np.concatenate([ones, -ones]),
                       (np.concatenate([row, row]),
                        np.concatenate([tail, head]))),
                      shape=(dim * count, count)).tocsr()
    field = np.kron(np.eye(dim), np.ones((count, 1)))
    laplacian = (drop.T @ diags(g) @ drop).tocsc()
    source = -(drop.T @ (g[:, None] * field))
    factor = splu(laplacian[1:, 1:].tocsc(), permc_spec="MMD_AT_PLUS_A",
                  diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    potential = np.zeros((count, dim))
    potential[1:] = factor.solve(np.ascontiguousarray(source[1:]))
    current = g[:, None] * (field + drop @ potential)
    return field.T @ current / count


def log_sigma(bonds):
    """Logarithm of the geometric mean of the principal conductivities."""
    tensor = effective_tensor(bonds)
    return np.log(np.linalg.det(tensor)) / len(bonds)


def random_bonds(width, s1, s2, fraction=0.5, dim=2):
    return [np.where(rng.random((width,) * dim) < fraction, s1, s2)
            for _ in range(dim)]


def pixel_centred(rho, pixel=1.0, contact=0.0):
    """Lower bound on conductivity; contact = extra resistance x area."""
    result = []
    for axis in (0, 1):
        other = np.roll(rho, -1, axis)
        result.append(1 / ((rho + other) / 2
                           + contact / pixel * (rho != other)))
    return result


def vertex_centred(rho):
    """Conforming finite elements: upper bound on conductivity."""
    s = 1 / rho
    return [(s + np.roll(s, 1, 1)) / 2, (s + np.roll(s, 1, 0)) / 2]


# Inputs of the example (rough typical values)
rho_a, rho_b = 15.0, 150.0      # alpha and beta tungsten, micro-ohm cm
thickness, domain = 20.0, 200.0  # nm
contact = 100.0                 # phase boundary, micro-ohm cm nm
rho_mfp = 80.0                  # resistivity x mean free path, alpha phase
slope, heating = 0.02, 80.0     # micro-ohm cm / K for alpha, and K
s_a, s_b = 1 / rho_a, 1 / rho_b
s0 = np.sqrt(s_a * s_b)
rho_geo = 1 / s0

print(f"alpha, beta resistivity: {rho_a:.1f}, {rho_b:.1f} uOhm cm")
print(f"film thickness, domain width: {thickness:.0f}, {domain:.0f} nm")
print(f"geometric-mean resistivity: {rho_geo:.2f} uOhm cm")
print(f"sheet resistance: {10 * rho_geo / thickness:.2f} Ohm per square")

# Dual network of one biased sample: node and loop laws exchange roles
gx, gy = random_bonds(12, s_a, s_b, fraction=0.7)
dual = [s0**2 / np.roll(gy, -1, 0), s0**2 / np.roll(gx, -1, 1)]
first, second = effective_tensor([gx, gy]), effective_tensor(dual)
predicted = s0**2 * first / np.linalg.det(first)
mismatch = np.max(np.abs(second - predicted)) / s0
assert mismatch < 1e-9
print("biased 12 x 12 network, 70% alpha bonds, Sigma/s0 (xx, yy, xy):")
print("  original:", np.round([first[0, 0] / s0, first[1, 1] / s0,
                               first[0, 1] / s0], 4))
print("  dual:    ", np.round([second[0, 0] / s0, second[1, 1] / s0,
                               second[0, 1] / s0], 4))
print(f"  largest mismatch with duality, over s0: {mismatch:.1e}")

# Random networks, samples not paired with their duals
print("random networks: width, samples, rho (uOhm cm), std error (%),")
print("  spread of ln sigma, spread x width")
scaled = []
for width, samples in ((8, 300), (16, 160), (32, 80), (64, 24)):
    logs = np.array([log_sigma(random_bonds(width, s_a, s_b))
                     for _ in range(samples)])
    spread = logs.std(ddof=1)
    error = spread / np.sqrt(samples)
    assert abs(logs.mean() - np.log(s0)) < 4 * error
    scaled.append(spread * width)
    print(f"  {width:3d} {samples:4d} {np.exp(-logs.mean()):7.2f}"
          f" {100 * error:6.2f} {spread:7.4f} {spread * width:6.3f}")
assert max(scaled) / min(scaled) < 1.7  # sampling error of the spreads

logs = np.array([log_sigma(random_bonds(32, 1.0, 1e-3)) for _ in range(60)])
error = logs.std(ddof=1) / np.sqrt(len(logs))
assert abs(logs.mean() - 0.5 * np.log(1e-3)) < 4 * error
print(f"contrast 1000, width 32: sigma/sigma_1 = {np.exp(logs.mean()):.4f}"
      f" (std error {100 * error:.1f}%), theory {np.sqrt(1e-3):.4f}")

large = effective_tensor(random_bonds(128, s_a, s_b)) / s0
assert np.max(np.abs(large - np.eye(2))) < 0.05
print(f"one 128 x 128 network, Sigma/s0: xx {large[0, 0]:.4f},"
      f" yy {large[1, 1]:.4f}, xy {large[0, 1]:.4f}")

# Continuum checkerboard: refine the lower-bound scheme, then extrapolate
values = []
print("checkerboard: pixels per tile side, upper bound on rho (uOhm cm)")
for pixels in (8, 16, 32, 64):
    tiles = np.array([[rho_a, rho_b], [rho_b, rho_a]])
    board = np.kron(tiles, np.ones((pixels, pixels)))
    values.append(np.exp(-log_sigma(pixel_centred(board))))
    print(f"  {pixels:3d} {values[-1]:7.3f}")
v1, v2, v3 = values[-3:]
limit = v3 - (v3 - v2)**2 / (v3 - 2 * v2 + v1)
assert values[0] > v1 > v2 > v3 > rho_geo
assert abs(limit / rho_geo - 1) < 0.01  # residual extrapolation error
print(f"  extrapolated: {limit:.3f} uOhm cm")

# Equal areas without exchange symmetry: a disk in a square cell
side = 80
axis = np.arange(side) - (side - 1) / 2
radius2 = (axis[:, None]**2 + axis[None, :]**2).ravel()
inside = np.zeros(side**2, dtype=bool)
inside[np.argsort(radius2, kind="stable")[:side**2 // 2]] = True
inside = inside.reshape(side, side)
brackets = []
for name, disk, matrix in (("beta disks in alpha", rho_b, rho_a),
                           ("alpha disks in beta", rho_a, rho_b)):
    cell = np.where(inside, disk, matrix)
    low = np.exp(-log_sigma(vertex_centred(cell)))
    high = np.exp(-log_sigma(pixel_centred(cell)))
    brackets.append((low, high))
    print(f"{name}, half area: rho between {low:.1f} and {high:.1f} uOhm cm")
assert brackets[0][1] < rho_geo < brackets[1][0]

# Stripes: exchange symmetry without isotropy; also checks contact resistance
pixels = int(round(domain / thickness))
stripes = np.kron(np.array([[rho_a], [rho_b]]), np.ones((pixels, 2 * pixels)))
tensor = effective_tensor(pixel_centred(stripes))
across, along = 1 / tensor[0, 0], 1 / tensor[1, 1]
assert abs(across - (rho_a + rho_b) / 2) < 1e-8
assert abs(along - 2 / (s_a + s_b)) < 1e-8
assert abs(np.sqrt(across * along) / rho_geo - 1) < 1e-9
with_contact = effective_tensor(pixel_centred(stripes, thickness, contact))
assert abs(1 / with_contact[0, 0] - across - contact / domain) < 1e-8
print(f"stripes, rho across and along: {across:.2f}, {along:.2f} uOhm cm")
print(f"line narrower than a domain (series): {across:.2f} uOhm cm,"
      f" {across / rho_geo:.2f} x geometric mean")


# Unequal fractions and three dimensions: effective-medium estimate
def medium(fraction, dim):
    def balance(s):
        return (fraction * (s_a - s) / (s_a + (dim - 1) * s)
                + (1 - fraction) * (s_b - s) / (s_b + (dim - 1) * s))
    return brentq(balance, s_b, s_a, xtol=1e-15)


rich = np.exp(-np.mean([log_sigma(random_bonds(48, s_a, s_b, 0.55))
                        for _ in range(20)]))
assert abs(rich * medium(0.55, 2) - 1) < 0.02  # sampling and estimate error
print(f"55% alpha: network {rich:.2f}, estimate {1 / medium(0.55, 2):.2f}"
      " uOhm cm")
print(f"45% alpha: estimate {1 / medium(0.45, 2):.2f} uOhm cm")
cubic = np.exp(-np.mean([log_sigma(random_bonds(10, s_a, s_b, dim=3))
                         for _ in range(12)]))
assert abs(cubic * medium(0.5, 3) - 1) < 0.03  # sampling and estimate error
assert cubic < 0.9 * rho_geo
print(f"three dimensions, 50% alpha: cubic network {cubic:.2f},"
      f" estimate {1 / medium(0.5, 3):.2f} uOhm cm")

# Random tile films: boundary resistance and walls tilted by 45 degrees.
# A tilted wall gives a linear ramp of sheet conductance of width = thickness.
ramp = quad(lambda u: 1 / (s_a + (s_b - s_a) * u), 0, 1)[0]
assert abs(ramp - np.log(s_a / s_b) / (s_a - s_b)) < 1e-7
tilt_contact = thickness * (ramp - (rho_a + rho_b) / 2)
records = []
for _ in range(6):
    phase = rng.permutation(np.repeat([rho_a, rho_b], 50)).reshape(10, 10)
    film = np.kron(phase, np.ones((pixels, pixels)))
    records.append([log_sigma(vertex_centred(film)),
                    log_sigma(pixel_centred(film)),
                    log_sigma(pixel_centred(film, thickness, contact)),
                    log_sigma(pixel_centred(film, thickness, tilt_contact))])
upper, lower, resistive, tilted = np.mean(records, axis=0)
centre = np.exp(-(upper + lower) / 2)
assert abs(centre / rho_geo - 1) < 0.10  # six small films: sampling error
print(f"random tile films, mean bounds on rho: {np.exp(-upper):.2f} to"
      f" {np.exp(-lower):.2f}, centre {centre:.2f} uOhm cm")
print(f"boundary resistance x area: {contact:.0f} uOhm cm nm, changes rho by"
      f" {100 * (np.exp(lower - resistive) - 1):+.2f}%")
print(f"walls tilted by 45 degrees change rho by"
      f" {100 * (np.exp(lower - tilted) - 1):+.2f}%")

# Temperature and mean free path
hot = np.sqrt((rho_a + slope * heating) * rho_b)
print(f"alpha slope {slope:.3f} uOhm cm/K, heating {heating:.0f} K: rho"
      f" {hot:.2f} uOhm cm ({100 * (hot / rho_geo - 1):+.1f}%)")
free_path = rho_mfp / rho_a
print(f"alpha resistivity x mean free path: {rho_mfp:.0f} uOhm cm nm")
print(f"alpha mean free path: {free_path:.1f} nm,"
      f" {100 * free_path / domain:.1f}% of domain width")
print("all assertions hold")
```

Running it gives:

```
alpha, beta resistivity: 15.0, 150.0 uOhm cm
film thickness, domain width: 20, 200 nm
geometric-mean resistivity: 47.43 uOhm cm
sheet resistance: 23.72 Ohm per square
biased 12 x 12 network, 70% alpha bonds, Sigma/s0 (xx, yy, xy):
  original: [ 1.6869  2.0783 -0.0395]
  dual:     [ 0.4814  0.5931 -0.0113]
  largest mismatch with duality, over s0: 1.6e-16
random networks: width, samples, rho (uOhm cm), std error (%),
  spread of ln sigma, spread x width
    8  300   47.82   0.76  0.1312  1.050
   16  160   47.48   0.51  0.0641  1.025
   32   80   47.62   0.39  0.0346  1.108
   64   24   47.54   0.40  0.0197  1.258
contrast 1000, width 32: sigma/sigma_1 = 0.0324 (std error 5.4%), theory 0.0316
one 128 x 128 network, Sigma/s0: xx 1.0016, yy 0.9977, xy 0.0003
checkerboard: pixels per tile side, upper bound on rho (uOhm cm)
    8  54.050
   16  51.185
   32  49.584
   64  48.675
  extrapolated: 47.478 uOhm cm
beta disks in alpha, half area: rho between 36.3 and 36.6 uOhm cm
alpha disks in beta, half area: rho between 61.4 and 62.0 uOhm cm
stripes, rho across and along: 82.50, 27.27 uOhm cm
line narrower than a domain (series): 82.50 uOhm cm, 1.74 x geometric mean
55% alpha: network 41.05, estimate 41.16 uOhm cm
45% alpha: estimate 54.66 uOhm cm
three dimensions, 50% alpha: cubic network 37.29, estimate 37.50 uOhm cm
random tile films, mean bounds on rho: 46.11 to 48.96, centre 47.51 uOhm cm
boundary resistance x area: 100 uOhm cm nm, changes rho by +0.62%
walls tilted by 45 degrees change rho by -6.22%
alpha slope 0.020 uOhm cm/K, heating 80 K: rho 49.90 uOhm cm (+5.2%)
alpha resistivity x mean free path: 80 uOhm cm nm
alpha mean free path: 5.3 nm, 2.7% of domain width
all assertions hold
```
